Ballistic transistor current, backscattering and the length-dependent apparent mobility

Electrons travel along x from the source of a field-effect transistor, over a potential barrier, to the drain. They occupy one two-dimensional subband with isotropic effective mass m and degeneracy g (spin times valleys). The channel is wide, so the transverse wave number k_y is continuous. The top of the barrier is at x = 0, next to the source, and the drain contact is at x = L.

The sheet density n at the barrier top is prescribed. Well above threshold the gate sets it through q n = C(V_G − V_th), with C the gate capacitance per area, V_G the gate voltage and V_th the threshold voltage. The drain bias V is assumed not to change n. Tunnelling and contact resistance are left out. The elementary charge q is positive, and J is the current per channel width, positive when electrons flow from source to drain. The total current is I = WJ for width W. Define

u = qV/kT, w = e^(−u).

**(a) Right-moving states at the barrier top are filled from a contact whose Fermi level lies ηkT above the subband edge there. Find their density, their flux and their mean forward velocity.**

Solution. With ε = ħ²k²/(2mkT), the occupation is f = 1/(1 + e^(ε−η)). There are g d²k/(4π²) states per area, and right-moving states fill half of the plane, an angular range π. Since k dk = (mkT/ħ²) dε,

n₊ = (g/4π²) π ∫ f k dk = [g m kT/(4πħ²)] ∫₀^∞ f dε.

Introduce the Fermi–Dirac integrals and a density scale N:

ℱ_j(η) = [1/Γ(j+1)] ∫₀^∞ ε^j f dε, N = g m kT/(2πħ²).

Then n₊ = (N/2) ℱ₀(η), where ℱ₀(η) = ln(1 + e^η).

For the flux, each state is weighted by v_x = ħk cosθ/m, and cosθ integrates to 2 over the half plane:

F = (g/4π²)(2ħ/m) ∫ k² f dk.

Here k = √(2mkT ε)/ħ, so k² dk = k(k dk) = √(2mkT) (mkT/ħ³) ε^(1/2) dε. Using Γ(3/2) = √π/2,

F = [g kT √(2mkT)/(2π²ħ²)] (√π/2) ℱ_(1/2)(η) = (N/2) v_T ℱ_(1/2)(η),

v_T = √(2kT/(πm)).

The last step collects the factors: (N/2)v_T = g kT √(2mkT)/(4π^(3/2)ħ²). The mean forward velocity is

F/n₊ = v_T ℱ_(1/2)(η)/ℱ₀(η).

For η ≪ −1, f ≈ e^(η−ε) and every ℱ_j tends to e^η, so the ratio becomes v_T. Thus v_T is the injection velocity of a nondegenerate gas. In the opposite limit η ≫ 1, f is a step, ℱ₀ → η and ℱ_(1/2) → 4η^(3/2)/(3√π). The mean velocity then tends to 4v_F/(3π), with v_F = √(2ηkT/m), and is set by the Fermi level instead of the temperature.

**(b) With no scattering, find the current at fixed n, and its nondegenerate form.**

Solution. Right-moving states at the top come from the source, with parameter η_S. Left-moving states come from the drain, whose Fermi level is lower by qV, so η_D = η_S − u. Part (a) applies to both halves:

n = (N/2)[ℱ₀(η_S) + ℱ₀(η_D)],

J = q(N/2)v_T[ℱ_(1/2)(η_S) − ℱ_(1/2)(η_D)].

Dividing the second by the first removes N and gives Natori's current:

J = q n v_T [ℱ_(1/2)(η_S) − ℱ_(1/2)(η_D)]/[ℱ₀(η_S) + ℱ₀(η_D)].

The gate condition determines η_S. With a = e^(η_S), the sum of logarithms gives

(1 + a)(1 + wa) = e^(2n/N),

wa² + (1 + w)a − B = 0, B = e^(2n/N) − 1.

The positive root, with its numerator rationalized, is

a = 2B/[1 + w + √((1 + w)² + 4wB)].

If 2n/N ≪ 1, then a ≪ 1 and the carriers arriving at the top from either contact are nondegenerate. Each ℱ_j becomes an exponential, so

J = q n v_T (1 − w)/(1 + w) = q n v_T tanh(u/2).

At small bias J ≈ q n v_T u/2, a finite conductance without scattering. At large bias J → q n v_T, because the drain supplies no carriers to the top and the whole gate-controlled charge moves forward.

**(c) Now let carriers scatter. Find the fraction r of the source flux that returns to the source, and the net flux at bias V, for nondegenerate carriers.**

Solution. Let F₊ and F₋ be the magnitudes of the forward and backward fluxes. Let φ(x) ≥ 0 be the drop of the potential energy below the barrier top, in units of kT, with φ(0) = 0. A forward carrier is turned back with probability 1/λ per length, and β is the corresponding rate for backward carriers:

dF₊/dx = −F₊/λ + βF₋.

In steady state the net flux j = F₊ − F₋ is constant, so dF₋/dx equals dF₊/dx. Equilibrium fixes β. There F₊ = F₋, and both are proportional to the density, hence to e^φ. Their derivative is φ′F₊, which requires β = 1/λ + φ′. A backward carrier has to climb the potential and is turned round more readily.

This model takes λ independent of energy and field, and takes both fluxes to be near thermal. Substituting F₊ = F₋ + j,

dF₋/dx = −(F₋ + j)/λ + (1/λ + φ′)F₋ = −j/λ + φ′F₋.

Multiplication by e^(−φ) turns this into a total derivative:

d(F₋e^(−φ))/dx = −(j/λ)e^(−φ).

Integrate from 0 to L and define ℓ = ∫₀ᴸ e^(−φ) dx:

F₋(0) = jℓ/λ + F₋(L)e^(−φ(L)).

Let F_S = F₊(0) be the flux injected by the source. At x = L the subband edge lies φ(L)kT lower than at the top, and the drain Fermi level lies qV below that of the source. The drain therefore injects F₋(L) = F_S e^(φ(L)−u), and the last term above is wF_S. Hence

j = F_S − F₋(0) = F_S(1 − w) − jℓ/λ,

j = [λ/(λ + ℓ)] F_S(1 − w).

The flux equations are linear, so the returned part of the source flux can be found at any bias by leaving out the drain injection. The term wF_S then disappears, j = [λ/(λ + ℓ)]F_S, and the returned fraction is r = 1 − j/F_S. With both contacts injecting again,

r = ℓ/(ℓ + λ), j = (1 − r)F_S(1 − w).

The factor e^(−φ) suppresses the part of the channel lying several kT below the top: a carrier that is scattered there and thermalizes rarely climbs back. This requires energy loss, which the near-thermal fluxes of the model imply. After purely elastic scattering a carrier keeps its total energy and can return from farther down, so the formula for r should not be used at high bias when elastic scattering dominates. The channel is assumed flat in equilibrium, so at low bias φ → 0 and ℓ → L. At high bias ℓ is the length of a layer near the top, so r falls as the bias rises.

**(d) Express the current through n instead of F_S.**

Solution. Both fluxes at the top contribute to the density. In the near-thermal approximation of part (c), each has mean speed v_T:

n v_T = F₊(0) + F₋(0) = 2F_S − j = F_S[2 − (1 − r)(1 − w)] = F_S[(1 + r) + (1 − r)w].

Dividing qj by this relation gives

J = q n v_T (1 − r)(1 − w)/[(1 + r) + (1 − r)w].

For r = 0 the result of part (b) returns. For w → 0,

J = q n v_T (1 − r)/(1 + r).

Backscattering acts twice. The factor 1 − r in the numerator is the fraction of the source flux that crosses. The denominator appears because returned carriers also belong to the fixed charge n, so the source flux must be smaller.

**(e) A long-channel formula J = q n μ_app V/L is applied to the low-bias current. Find μ_app and its limits in L.**

Solution. To first order in V, 1 − w ≈ u. The remaining factors take their values at zero bias: w = 1, so the denominator is 2, and ℓ = L, so 1 − r = λ/(L + λ). Therefore

J ≈ q n v_T [λ/(L + λ)] qV/(2kT).

Equating this to q n μ_app V/L,

μ_app = [q v_T/(2kT)] Lλ/(L + λ).

Since (L + λ)/(Lλ) = 1/λ + 1/L, the inverse is a sum:

1/μ_app = 1/μ₀ + 1/μ_B,

μ₀ = q v_T λ/(2kT), μ_B = q v_T L/(2kT) = qL/√(2πmkT).

The term μ₀ is the ordinary mobility. Without a field, adding the two flux equations gives d(F₊ + F₋)/dx = −2j/λ. With F₊ + F₋ = n(x)v_T this is j = −D dn/dx, where D = v_Tλ/2, and the Einstein relation μ₀ = qD/kT reproduces μ₀.

For L ≪ λ, μ_app → μ_B, which is Shur's apparent mobility, proportional to length. It is also written with v̄ = √(8kT/(πm)) = 2v_T. Because πmv_T² = 2kT,

μ_B = q v_T L/(2kT) = qL/(πmv_T) = 2qL/(πmv̄).

The speed v̄ is the mean speed of a three-dimensional Maxwell gas, although the carriers here are two-dimensional. The proportionality to L does not describe a scattering process. The ballistic conductance is independent of L, and the definition of μ_app multiplies it by L. For L ≫ λ the apparent mobility saturates at μ₀.

**(f) Relate λ to the free path Λ between isotropic collisions, and judge the accuracy of the law λ/(L + λ).**

Solution. Let Λ be independent of energy, so the collision time is τ = Λ/v. In a weak density gradient, isotropic scattering relaxes the odd part of the distribution at the rate 1/τ. The Boltzmann equation then gives D = ⟨v_x²τ⟩ = Λ⟨v⟩/2, since ⟨cos²θ⟩ = 1/2. The two-dimensional mean speed is

⟨v⟩ = (m/kT) ∫₀^∞ v² e^(−mv²/2kT) dv = √(πkT/(2m)).

Setting Λ⟨v⟩/2 = v_Tλ/2,

λ = Λ⟨v⟩/v_T = πΛ/2.

This matches the diffusion coefficient, but two fluxes cannot carry the full angular distribution in a short channel. To measure the difference, the field-free Boltzmann problem with isotropic collisions was solved numerically: the slab was cut into 240 layers, the collision probabilities between layers were integrated over angle, and the resulting linear equations were solved. The transmitted fractions are:

L/λ = 0.2: two-flux 0.833, Boltzmann 0.818
L/λ = 1.0: two-flux 0.500, Boltzmann 0.490
L/λ = 1.5: two-flux 0.400, Boltzmann 0.394
L/λ = 5.0: two-flux 0.167, Boltzmann 0.166

At these four lengths the two-flux value is high by about 2% or less, relative to the Boltzmann value. The returned fraction is less accurate in a short channel: at L/λ = 0.2 it is 0.167 in the two-flux model and 0.182 in the Boltzmann solution. The comparison says nothing about hot carriers at high bias.

**(g) How does degeneracy change the ballistic apparent mobility?**

Solution. Since ∂f/∂η = −∂f/∂ε, integration by parts gives dℱ_(1/2)/dη = ℱ_(−1/2). To first order in u, the numerator of Natori's current is uℱ_(−1/2)(η) and its denominator is 2ℱ₀(η), where η is the equilibrium value defined by ℱ₀(η) = n/N. Thus

J ≈ q n v_T (u/2) ℱ_(−1/2)(η)/ℱ₀(η),

and μ_B is multiplied by ℱ_(−1/2)(η)/ℱ₀(η). This factor tends to 1 for η ≪ −1 and to 2/√(πη) for η ≫ 1.

**(h) Evaluate the results for m = 0.2 m_e, g = 4, T = 300 K, L = 30 nm, λ = 20 nm and n = 10¹¹ cm⁻², with φ = u(x/L)². Then consider n = 5×10¹² cm⁻² without scattering.**

Solution. These are round model parameters. The lower density keeps the carriers nearly nondegenerate, but it is not well above threshold: for C = 1 µF/cm², qn/C is only 16 mV, less than kT/q. At fixed gate voltage n would then fall as the drain bias removes the carriers arriving from the drain. The currents below therefore compare drain biases at equal n, not at equal gate voltage. The parabolic profile has zero slope at the barrier top, as a maximum requires. Its critical length is a Gaussian integral,

ℓ = ∫₀ᴸ e^(−ux²/L²) dx = L √π erf(√u)/(2√u).

The scales are kT/q = 25.85 mV, v_T = 1.203×10⁷ cm/s and N = 4.32×10¹² cm⁻². At the lower density q n v_T = 19.27 µA/µm. The formulas of parts (b) to (d) give, with currents in µA/µm:

V = 0.01 V: ℓ = 26.5 nm, r = 0.570, ballistic J = 3.68, J = 1.43
V = 0.05 V: ℓ = 18.2 nm, r = 0.476, ballistic J = 14.41, J = 5.57
V = 0.10 V: ℓ = 13.4 nm, r = 0.402, ballistic J = 18.49, J = 7.98
V = 0.50 V: ℓ = 6.0 nm, r = 0.232, ballistic J = 19.27, J = 12.01

At 0.5 V the arithmetic is

r = 6.045/(6.045 + 20) = 0.232,

J = 19.27 × (1 − 0.232)/(1 + 0.232) = 12.0 µA/µm.

The low-bias value r = 30/(30 + 20) = 0.6 would give the factor 0.25 instead of 0.623, and a saturation current of 4.8 µA/µm. The bias dependence of r therefore matters. As noted in part (c), the high-bias values assume collisions that thermalize the carriers; with purely elastic scattering r is larger and the current smaller. The ballistic current has saturated by 0.5 V, while the current with scattering still rises as ℓ shrinks. Using Fermi statistics raises the ballistic current at this bias by 0.7% relative to the nondegenerate value, so the gas is close to nondegenerate.

The mobilities are μ₀ = 465 cm²/(V s) and μ_B = 698 cm²/(V s), hence

μ_app = 1/(1/465 + 1/698) = 279 cm²/(V s).

Varying L at fixed λ gives, in cm²/(V s):

L = 1 nm: μ_B = 23.3, μ_app = 22.2
L = 5 nm: μ_B = 116, μ_app = 93.1
L = 10 nm: μ_B = 233, μ_app = 155
L = 30 nm: μ_B = 698, μ_app = 279
L = 100 nm: μ_B = 2327, μ_app = 388
L = 1000 nm: μ_B = 23268, μ_app = 456

At 1 nm the apparent mobility is 95% of μ_B, but at 10 nm, half of λ, it is 67%. Proportionality to length thus needs L well below λ. The shortest entries only illustrate the formula; the neglect of tunnelling is not justified for barriers a few nanometres long. At 1000 nm the result is within 2% of μ₀.

At n = 5×10¹² cm⁻² the density exceeds N. The quadratic of part (b) gives η_S = 2.21 at 0.5 V, and numerical integration of ℱ_(1/2) gives an injection velocity of 1.63×10⁷ cm/s, which is 1.36 v_T. The ballistic current is 1308 µA/µm. At equilibrium η = 0.78, the factor of part (g) is 0.803, and the ballistic apparent mobility at 30 nm becomes

μ_B = 0.803 × 698 = 561 cm²/(V s).

Degeneracy raises the injection velocity at high drain bias, because the exclusion principle forces carriers into faster states. It lowers the low-bias mobility per carrier, because the response comes from states near the Fermi level, where f changes with η, while n counts all occupied states. The responding carriers are faster, but this compensates only in part: for η ≫ 1 their share of n falls as 1/η, while their speed grows as √η. The scattering formulas of parts (c) to (e) were derived for nondegenerate carriers and are not applied at this density.

Numbers in the example were calculated in double precision.
